The Rayleigh-Brillouin triplet and the Landau-Placzek ratio from linearised hydrodynamics

## Part I. From the conservation laws to the density correlation

In a model liquid with heat-capacity ratio 1.5, density fluctuations of wavelength 314 nm give a spectrum of three lines whose areas are all close to one third of the total: 0.33336 for the central line and 0.33332 for each outer line. Yet the lines are very different in shape: the half width of the central line is 4.0 × 10⁷ rad/s, and that of each outer line is 4.1 × 10⁸ rad/s. Viscosity supplies nearly all of the outer width and none of the central width at leading order. That the three areas are nearly equal is special to the ratio 1.5. In general, at leading order, the areas are fixed by the heat-capacity ratio alone and ignore the processes that set the widths. The theorem below explains why, and says how closely it is true.

**Definitions and assumptions**

The fluid has one component, is isotropic, and is at rest in equilibrium with mass density ρ and temperature T. A subscript 1 marks a small departure from equilibrium. For a wave vector of magnitude k > 0, the density amplitude in a large volume V is

ρ₁(k,t) = ∫ d³r e^(−ik·r) ρ₁(r,t).

Its normalised correlation function is

C(t) = ⟨ρ₁(k,t) ρ₁(k,0)*⟩ / ⟨|ρ₁(k,0)|²⟩.   (1)

The dynamical structure factor S(k,ω) is the Fourier transform of the density correlation, scaled so that its integral over all angular frequencies ω is the static structure factor S(k):

S(k,ω)/S(k) = (1/2π) ∫ dt e^(−iωt) C(t), with t from −∞ to ∞.   (2)

In a classical fluid C is real and even. A stationary average gives C(−t) = C(t)*. The average over position depends on the separation r alone and, by isotropy, is even in r, so its Fourier transform is real. The two halves of the time integral are then complex conjugates, and

S(k,ω)/S(k) = (1/π) Re F(iω),  F(z) = ∫₀^∞ dt e^(−zt) C(t).   (3)

Four assumptions are made.

(A1) The fluid is thermodynamically stable, and 1/k is much longer than the mean free path and the equilibrium correlation length. Local thermodynamics and hydrodynamics then apply.

(A2) The shear viscosity η, bulk viscosity ζ and thermal conductivity κ are positive constants, independent of frequency.

(A3) The motion is classical: ħω is much less than k_B T at the frequencies of interest.

(A4) On average, a spontaneous fluctuation decays by the same linear equations as a small imposed disturbance. This is the regression hypothesis.

Let c_v and c_p be the heat capacities per unit mass, γ = c_p/c_v, and c the adiabatic sound speed. Define

D = κ/(ρc_p),  ν = (4η/3 + ζ)/ρ,  Γ = ½[ν + (γ−1)D].   (4)

D is the thermal diffusivity and ν the longitudinal kinematic viscosity. All three quantities have the dimension length²/time.

**Theorem.** Let k → 0 with γ, c, D and ν fixed. Under (A1) to (A4) the density correlation is a sum of three modes:

- a central mode with decay rate Dk² and area 1 − 1/γ;
- two acoustic modes with frequencies ±ck, decay rate Γk² and area 1/(2γ) each.

The relative corrections to these rates, frequencies and areas are of order k². Consequently

central area / sum of the two acoustic areas → γ − 1.   (5)

The ratio in (5) is the Landau-Placzek ratio. Its denominator contains both Brillouin lines. Against one of them the limit is 2(γ−1), which happens to equal one when γ = 1.5.

The proof needs four lemmas about the fluid, given in this part, and two about a cubic polynomial, given in the next.

**Lemma 1 (thermodynamic coefficients).** Let α be the thermal expansion coefficient and c_T² = (∂p/∂ρ)_T, where p is the pressure. Then

γ − 1 = Tα²c_T²/c_v,  c² = γc_T²,   (6)

p₁ = c_T²ρ₁ + ραc_T²T₁,  s₁ = (c_v/T)T₁ − (αc_T²/ρ)ρ₁,   (7)

where s is the entropy per unit mass.

*Proof.* At constant pressure dρ = −ρα dT, by the definition of α. Setting dp = 0 gives

(∂p/∂T)_ρ = −(∂p/∂ρ)_T (−ρα) = ραc_T²,

which proves the first part of (7). The free energy per unit mass, f, obeys df = −s dT + (p/ρ²)dρ. Equality of its mixed second derivatives gives

(∂s/∂ρ)_T = −(1/ρ²)(∂p/∂T)_ρ = −αc_T²/ρ.

With (∂s/∂T)_ρ = c_v/T this is the second part of (7). Now heat the fluid at constant pressure, so that ρ₁ = −ραT₁:

c_p = T s₁/T₁ = c_v + Tα²c_T².

Division by c_v gives the first part of (6). Next compress it at constant entropy. Setting s₁ = 0 gives T₁ = (Tαc_T²/(ρc_v))ρ₁, so

c² = p₁/ρ₁ = c_T²(1 + Tα²c_T²/c_v) = γc_T². ∎

Stability requires c_T² > 0 and c_v > 0, hence γ ≥ 1. Compression at constant entropy also changes the temperature, and this makes the fluid stiffer by the factor γ. The same factor will fix the line areas.

**Lemma 2 (linear equations).** Put

δ = ρ₁/ρ,  θ = αT₁,  ψ = div u,

where u is the fluid velocity. For one wave vector,

δ′ = −ψ,   (8)

ψ′ = (c²k²/γ)(δ + θ) − νk²ψ,   (9)

θ′ = −(γ−1)ψ − γDk²θ,   (10)

where a prime on these variables means a time derivative.

*Proof.* Conservation of mass, ∂ρ/∂t + div(ρu) = 0, becomes ρ₁′ = −ρψ to first order. This is (8).

The linearised momentum equation is

ρ ∂u/∂t = −∇p₁ + η∇²u + (ζ + η/3)∇(div u).

Take its divergence. The two viscous terms combine to (4η/3 + ζ)∇²ψ = ρν∇²ψ. By (7), p₁ = ρc_T²(δ + θ). In Fourier space ∇² becomes −k², so the pressure term acquires a plus sign and the viscous term a minus sign. With c_T² = c²/γ the result is (9). The transverse part of u has no divergence and does not enter.

For energy, let U be the internal energy per unit mass. Kinetic energy and viscous heating are quadratic in u and drop out, leaving

(ρU)₁′ + (ρU + p)ψ = κ∇²T₁.

Since (ρU)₁′ = ρU₁′ + Uρ₁′ = ρU₁′ − ρUψ, this reduces to

ρU₁′ + pψ = κ∇²T₁.

The identity dU = T ds + (p/ρ²)dρ and mass conservation give ρU₁′ = ρTs₁′ − pψ. The pressure work cancels:

ρTs₁′ = κ∇²T₁.   (11)

To this order entropy changes only through heat conduction. Insert s₁ from (7) and divide by ρ:

c_vT₁′ = Tαc_T² δ′ + (κ/ρ)∇²T₁.

Multiply by α/c_v. The coefficient of δ′ becomes γ − 1 by (6), and κ/(ρc_v) = γD by (4). Using δ′ = −ψ and ∇² → −k² gives (10). ∎

The signs can be read physically. Converging flow has ψ < 0, which raises δ and also θ = αT₁; the temperature rises if α > 0 and falls if α < 0. Both δ and θ raise the pressure in (9) and push ψ upwards, so that the flow is reversed. The terms with ν and D remove velocity and temperature differences.

**Lemma 3 (equal-time fluctuations).** At equal times the fluctuations of density, temperature and velocity are mutually uncorrelated, and

⟨|ρ₁(k)|²⟩ = V k_BT ρ/c_T²,  ⟨|T₁(k)|²⟩ = V k_BT T/(ρc_v).   (12)

*Proof.* Let the fluid exchange energy and mass with a reservoir of temperature T₀ and chemical potential per unit mass μ₀. If its energy and mass change by ΔE and ΔM, the reservoir's entropy changes by −(ΔE − μ₀ΔM)/T₀. The total entropy change is therefore −ΔΦ/T₀, where

Φ = ∫ d³r [φ(ρ,T) + ½ρu²],  φ = ρU − T₀ρs − μ₀ρ.

The probability of a fluctuation is proportional to the exponential of the total entropy change divided by k_B, that is, to exp[−ΔΦ/(k_BT₀)].

Expand φ about equilibrium. Because (∂U/∂T)_ρ = T(∂s/∂T)_ρ = c_v,

∂φ/∂T = ρ(T − T₀)c_v/T.

At T = T₀ this vanishes for every ρ, so the mixed derivative vanishes too. The second temperature derivative there is ρc_v/T. Along T = T₀ one has φ = ρf − μ₀ρ, and with ∂f/∂ρ = p/ρ²,

∂φ/∂ρ = f + p/ρ − μ₀,

∂²φ/∂ρ² = p/ρ² + c_T²/ρ − p/ρ² = c_T²/ρ.

The first of these is zero in equilibrium. To second order, then,

ΔΦ = ½ ∫ d³r [(c_T²/ρ)ρ₁² + (ρc_v/T)T₁² + ρu²].   (13)

There are no cross terms, so the three Gaussian fluctuations are independent. For the variances, use ∫ d³r ρ₁² = (1/V) Σ|ρ₁(k)|², with the sum over all wave vectors. The amplitudes at k and −k are complex conjugates. Together they cancel the factor ½ and give the weight

exp[−c_T²|ρ₁(k)|²/(ρVk_BT)].

For a complex variable with weight exp(−|x|²/σ²), the mean of |x|² is σ². This gives the first part of (12), and the temperature term gives the second in the same way. ∎

If m is the mass of one particle and n = ρ/m the number density, S(k) is the first variance divided by the particle number nV and by m². Thus S(k) → k_BT/(mc_T²) as k → 0. The total intensity is governed by the isothermal stiffness, while sound travels with the adiabatic one. That difference is the source of the central line.

**Lemma 4 (Laplace transform).** Under (A4), F(z) = N(z)/P(z), with

N = (z + νk²)(z + γDk²) + (γ−1)c²k²/γ,   (14)

P = z³ + (ν + γD)k²z² + (c²k² + γνDk⁴)z + Dc²k⁴.   (15)

All zeros of P have negative real parts.

*Proof.* Multiply (8) to (10) by δ(0)*, average, and divide by ⟨|δ(0)|²⟩. By the regression hypothesis the correlations of δ, ψ and θ with δ(0) obey the same equations for t > 0. By Lemma 3 they start from the values (1, 0, 0). Write their Laplace transforms as F, Ψ and Θ. A time derivative becomes multiplication by z minus the initial value, so

zF − 1 = −Ψ,

(z + νk²)Ψ = (c²k²/γ)(F + Θ),

(z + γDk²)Θ = −(γ−1)Ψ.

Multiply the second equation by z + γDk² and eliminate Θ with the third:

NΨ = (c²k²/γ)(z + γDk²)F.

Put this Ψ into the first equation:

F [zN + (c²k²/γ)(z + γDk²)] = N.

The bracket is P. Its terms linear in z that contain c² are (γ−1)c²k²/γ and c²k²/γ, which add to c²k². Its constant term is c²k²·Dk². The other terms come from z(z + νk²)(z + γDk²). This proves (15).

For a cubic z³ + a₂z² + a₁z + a₀ with positive coefficients, all zeros have negative real parts if a₂a₁ > a₀; this is the Routh-Hurwitz criterion. Here

a₂a₁ > γDk²·c²k² ≥ Dc²k⁴ = a₀.

The first inequality is strict because ν > 0. ∎

The transform therefore exists on the imaginary axis, where (3) needs it. The spectrum follows from a rational function with three poles.

## Part II. Three poles, three lines

The first part gave the following. The fluid has heat-capacity ratio γ, adiabatic sound speed c, thermal diffusivity D and longitudinal viscosity ν, and Γ = ½[ν + (γ−1)D]. The relative density change δ, the scaled temperature change θ and the velocity divergence ψ obey (8) to (10). The normalised density correlation C(t) has the Laplace transform F = N/P of (14) and (15), and the normalised spectrum is Re F(iω)/π.

Measure frequency in units of ck, with z = ck y and ω = ck x, and set

d = Dk/c,  v = νk/c,  g = Γk/c = ½[v + (γ−1)d].

These three numbers are proportional to k. Division of N by (ck)² and of P by (ck)³ gives ck F = n(y)/p(y), where

n = (y + v)(y + γd) + (γ−1)/γ,

p = y³ + (v + γd)y² + (1 + γvd)y + d.   (16)

**Lemma 5 (roots).** For small k the zeros of p are y₀ and y± = −g ± iΩ + O(k³), with

y₀ = −d[1 − (γ−1)d(v−d)] + O(k⁵),   (17)

Ω = 1 + ½[(γ−1)d(v−d) − g²] + O(k⁴).   (18)

*Proof.* At k = 0 the polynomial is y³ + y, whose zeros 0 and ±i are distinct. For small k there is therefore one real zero near 0 and a conjugate pair near ±i. Put y₀ = −d(1 + σ) into p = 0 and divide by d. Up to terms of order k⁴,

−σ − γvd + (v + γd)d − d² = 0,

so σ = −(γ−1)d(v−d), which is (17).

The sum of the zeros is minus the coefficient of y². Let the real part of y± be −g₁. Then

2g₁ = v + γd − d(1 + σ) = 2g − dσ,

and g₁ = g + O(k³). The product of the zeros is −d, so |y₊|² = 1/(1 + σ). Subtracting the square of the real part gives

Ω² = 1 − σ − g² + O(k⁴),

and the square root gives (18). ∎

In ordinary units the leading roots are −Dk² and ±ick − Γk². Their meaning appears in the temperature that accompanies the density in each mode. For a mode proportional to e^(zt), (8) gives ψ = −zδ, and (10) then gives

θ/δ = (γ−1)z/(z + γDk²).   (19)

For z = −Dk² the ratio is −1. By (7) the pressure change, proportional to δ + θ, then vanishes. The central mode is a pattern of temperature and density differences at equal pressure (for α > 0, hot, thin fluid beside cool, dense fluid), and it disappears by conduction. Since heat enters and leaves at constant pressure, the heat capacity is c_p, and this is why D contains c_p. For z ≈ ±ick, with γDk much less than c, the ratio is γ − 1, the value for compression at constant entropy. The acoustic modes are adiabatic sound. Conduction damps them through (γ−1)D/2, because a sound wave has temperature differences only as far as compression changes the temperature of the fluid.

**Lemma 6 (amplitudes).** Let A₀ and A± be the residues of n/p at y₀ and y±. Then

A₀ = (1 − 1/γ)(1 + q) + O(k⁴),  q = d[2v + (γ−3)d],   (20)

A± = (1 ∓ ib)/(2γ) + O(k²),  b = g + (γ−1)d.   (21)

The correction of order k² in (21) is real.

*Proof.* At a simple zero the residue is n/p′, where p′ is the derivative with respect to y. With y₀ = −d to the order needed,

n(y₀) = (γ−1)/γ + (γ−1)d(v−d),

p′(y₀) = 1 + γvd − 2d(v + γd) + 3d².

Factor (γ−1)/γ out of n and expand the quotient:

A₀ = (1 − 1/γ)[1 + γd(v−d) − γvd + 2d(v + γd) − 3d²].

The terms γvd cancel. The rest of the correction is 2vd + (γ−3)d² = q.

The acoustic residues follow from two sum rules. At large y, (16) gives

n/p = 1/y + 0/y² + O(1/y³),

because y² and y³ are followed by terms with the same coefficient, v + γd. The partial-fraction form ΣA_j/(y − y_j) has the expansion ΣA_j/y + ΣA_j y_j/y² + …. Hence

A₀ + A₊ + A₋ = 1,  A₀y₀ + A₊y₊ + A₋y₋ = 0.   (22)

The first rule says C(0) = 1, and the second says that C has zero initial slope. The residues A± are conjugates. The first rule gives

2 Re A₊ = 1 − A₀ = (1/γ)[1 − (γ−1)q] + O(k⁴).

In the second rule, to first order in k,

−(1 − 1/γ)d − g/γ − 2 Im A₊ = 0,

so Im A₊ = −b/(2γ). All corrections to this balance are of order k³. ∎

**Proof of the theorem.** Lemma 5 gives the frequencies and decay rates, and Lemma 6 the areas, with relative corrections of order k². Summing the three exponentials gives, for t ≥ 0,

C(t) ≈ (1 − 1/γ)e^(−Dk²t) + (1/γ)e^(−Γk²t)[cos ckt + b sin ckt].   (23)

A pole at z_j contributes Re[A_j/(iω − z_j)]/π to the spectrum. Written out,

S(k,ω)/S(k) ≈ (1/π){ (1 − 1/γ) Dk²/[ω² + (Dk²)²]
 + (1/2γ) [Γk² − b(ω − ck)]/[(ω − ck)² + (Γk²)²]
 + (1/2γ) [Γk² + b(ω + ck)]/[(ω + ck)² + (Γk²)²] }.   (24)

A Lorentzian of half width W, W/[π(ω² + W²)], has unit area. The terms with b are odd about their own line centres. Their sum falls as 1/ω² and integrates to zero, so the areas are A₀ and Re A±. From (20),

A₀/(1 − A₀) = (γ−1)(1 + q)/[1 − (γ−1)q] = (γ−1)(1 + γq) + O(k⁴).   (25)

As k → 0, q → 0, and the limit is γ − 1. ∎

**Why transport drops out of the ratio**

The limit can be found from equilibrium fluctuations alone. Let K = Vk_BT. From (7) and (12), the correlation of entropy with pressure is

⟨s₁p₁*⟩ = −(αc_T²/ρ)c_T²(Kρ/c_T²) + (c_v/T)(ραc_T²)KT/(ρc_v) = 0.

The density change can therefore be split into two independent parts, one due to pressure at constant entropy and one due to entropy at constant pressure. The pressure variance is

⟨|p₁|²⟩ = c_T⁴(Kρ/c_T²) + ρ²α²c_T⁴KT/(ρc_v) = Kρc_T²[1 + (γ−1)] = Kρc².

At constant entropy ρ₁ = p₁/c², so the pressure part of the density variance is Kρ/c². The whole variance is Kρ/c_T². The remainder belongs to entropy, and

entropy part / pressure part = (1/c_T² − 1/c²)/(1/c²) = c²/c_T² − 1 = γ − 1.

By (19) the entropy part is the central mode and the pressure part is sound, at leading order. Viscosity and conduction decide how fast each part decays, and the equilibrium state decides how large it is. When α = 0, γ = 1 and the central line vanishes: temperature differences remain, but they carry no density change.

**Worked example**

Take round parameters in cgs units: γ = 1.5, c = 1.5 × 10⁵ cm/s, D = 10⁻³ cm²/s, ν = 2 × 10⁻² cm²/s, k = 2 × 10⁵ cm⁻¹ and T = 300 K. No electromagnetic quantity enters. The wavelength is 2π/k = 3.14 × 10⁻⁵ cm, and

Γ = ½[0.02 + 0.5 × 0.001] = 0.01025 cm²/s,

ck = 3.0 × 10¹⁰ rad/s, or 4.77 GHz after division by 2π,

Dk² = 10⁻³ × 4 × 10¹⁰ = 4.0 × 10⁷ rad/s, or 6.37 MHz,

Γk² = 0.01025 × 4 × 10¹⁰ = 4.1 × 10⁸ rad/s, or 65.3 MHz.

Viscosity contributes 0.01000 of the 0.01025 cm²/s in Γ. The small numbers are d = 0.00133, v = 0.0267, g = 0.0137 and b = 0.0143. The classical condition holds, since ħck/(k_BT) = 7.6 × 10⁻⁴.

The leading areas are 1 − 1/1.5 = 1/3 and 1/(2 × 1.5) = 1/3. The eigenvalues and eigenvectors of (8) to (10), found numerically, give 0.33336 for the central area and 0.33332 for each acoustic one. Their Landau-Placzek ratio is 0.50005. Formula (25) accounts for the excess:

γq = 1.5 × 0.00133 × (0.0533 − 0.0020) = 1.0 × 10⁻⁴,

which raises 0.5 to 0.50005. The numerical acoustic frequency is 0.999915 ck, in agreement with (18).

**The valleys between the lines**

The terms with b are small at the line centres but not between them. At ω = ck/2 the value of ck S(k,ω)/S(k), from a numerical solution of the linear equations, is 0.01106. Formula (24) also gives 0.01106, but without the b terms it gives 0.00701, which is 37% below the numerical value. The missing part is

(b/2γπ)(2 + 2/3) = 0.01433 × 2.667/(3 × 3.142) = 0.0041.

The sign of b has a reason. Far outside the triplet each Lorentzian falls as 1/x², and in units of 1/(πγ) their coefficients add to (γ−1)d + g = b. The dispersive terms contribute −b there and cancel this tail, as the zero initial slope of C requires. The same terms are positive between the lines.

Over 0 < ω < 2ck, the largest relative difference between (24) and the numerical spectrum, on a fine grid, is 0.6%. Formula (24) places the acoustic lines at ck, while (18) puts them lower by 8.5 × 10⁻⁵ ck. A Lorentzian displaced by a small fraction of its half width changes, relative to its own value, by at most about that fraction. Here the fraction is 8.5 × 10⁻⁵/0.0137 = 0.006, which accounts for the size of the difference.

**Areas of modes and areas between limits**

A measured spectrum may be divided at a fixed frequency instead of being resolved into modes. Let everything with |ω| < ck/2 be called central. To first order in k, the acoustic lines then leak into this interval the area

(1/πγ) ∫ dx [g/(1−x)² + b/(1−x)] = (1/πγ)[4g/3 + b ln 3],

with x from −½ to ½. The two lines contribute equally, which has cancelled the factor ½ in 1/(2γ). The central line loses its two tails,

(1 − 1/γ)(2/π) ∫ dx d/x² = (1 − 1/γ)4d/π,

with x from ½ to ∞. The ratio R = A/(1 − A) has the derivative 1/(1 − A)², which is γ² at A = 1 − 1/γ. The ratio of inner to outer area is therefore

R ≈ γ − 1 + (γ/π)[4g/3 + b ln 3 − 4(γ−1)d].   (26)

In the example the bracket is 0.01822 + 0.01575 − 0.00267 = 0.0313, and R ≈ 0.5 + 0.4775 × 0.0313 = 0.5149. Numerical integration of the spectrum gives 0.5151, and at one tenth of the wave number 0.5015. The cut thus produces an error of 3% relative to γ − 1, while the ratio of mode areas is off by 0.01%. The first error is linear in k and the second quadratic.

**Where the result fails**

The expansions need both v and γd to be small. Small d alone is not enough when γ is large, as near a critical point, because the correction γq in (25) grows as γ²d²: with d = v = 0.01 the ratio of mode areas exceeds γ − 1 by about 1% at γ = 10 and 10% at γ = 30. If v or γd is not small, the expansions of Lemmas 5 and 6 lose their basis, although F = N/P stands as long as (A1) to (A4) do. Equation (19) shows one consequence: for |z| much less than γDk², θ/δ tends to zero, and an oscillation in that regime would be isothermal instead of adiabatic.

If k is no longer small compared with the inverse mean free path or the inverse correlation length, (A1) fails and the hydrodynamic equations themselves must be replaced. If an internal or structural process relaxes at a rate comparable with ck or slower, the bulk viscosity depends on frequency within the range of the spectrum, and (A2) fails. A slow process is no safer than a comparable one: sound then travels at a higher speed c∞, and the ratio of unshifted to acoustic area tends to c∞²/c_T² − 1 = γc∞²/c² − 1, which is 0.8 instead of 0.5 for γ = 1.5 and c∞²/c² = 1.2. F is then no longer the ratio (14) to (15), and the three-mode count is not assured. In a mixture the concentration is a further slow variable that can carry density changes, so the central intensity need not be given by γ alone.

For light scattering, the theorem gives the spectrum of the scattered light if the dielectric constant fluctuates through the density alone. A direct dependence on temperature at fixed density would weight the two kinds of fluctuation differently and, in general, change the ratio.

Finally, the classical spectrum is even in ω. In a quantum description each transition and its reverse have equal strength but different Boltzmann weights, so the two Brillouin lines differ in intensity by the factor exp[ħck/(k_BT)]. In the example this is 1.0008.

Numbers in the example were calculated in double precision.
